# Flux scaling of island density under a strong edge barrier

## 1. Scales before solutions

Atoms arrive on a bare surface at a rate $F$ per unit area. While few of them have been captured, the adatom density is $n\sim Ft$. Let stable islands be born at the rate $Kn^{i+1}$ per area, where $i$ is the size of the largest unstable cluster. The island density is then $N\sim KF^{i+1}t^{i+2}$. If the island edge limits capture, the radius grows at the speed $\Omega kn$, so that $R\sim\Omega kFt^2$, where $\Omega$ is the area per atom and $k$ the edge coefficient, a velocity. Islands take control when an adatom is captured within the time elapsed, $2\pi kNRt\sim1$. Inserting $N$ and $R$ fixes the time scale:

$$2\pi\Omega k^2KF^{i+2}t_*^{\,i+5}=1 .\tag{1}$$

The matching scales are

$$\theta_*=\Omega Ft_*,\qquad N_*=KF^{i+1}t_*^{\,i+2},\qquad R_*=\Omega kFt_*^2 .\tag{2}$$

At fixed temperature (1) gives $t_*\propto F^{-(i+2)/(i+5)}$. Hence $\theta_*\propto F^{3/(i+5)}$, and the power of $F$ in $N_*$ is

$$(i+1)-\frac{(i+2)^2}{i+5}=\frac{i^2+6i+5-i^2-4i-4}{i+5}=\frac{2i+1}{i+5}.$$

A different exponent, $2i/(i+3)$, follows from balancing nucleation against capture at a given coverage. The two agree for $i=1$, where both are $1/2$, and differ for $i\ge2$. The parts below show which one the island density obeys.

## 2. Why capture follows the perimeter

Put one island of radius $R$ in a circular cell of radius $R_c$, with no flux through the outer boundary. On the terrace the steady density obeys $D\,(rn')'/r=-F$, where $D$ is the diffusion coefficient. One integration with $n'(R_c)=0$ gives $n'=F(R_c^2-r^2)/(2Dr)$, and a second gives

$$n(r)=n_e+\frac{F}{2D}\left[R_c^2\ln\frac rR-\frac{r^2-R^2}{2}\right].$$

The edge accepts atoms at the rate $kn_e$ per length. Equating this to $Dn'(R)$ gives $n_e=F(R_c^2-R^2)/(2Rk)$.

Write $q=R^2/R_c^2$ and $x=r^2/R_c^2$. The bracket times its prefactor becomes $(FR_c^2/4D)[\ln(x/q)-(x-q)]$. Equal steps in $x$ are equal areas, so the mean density $\bar n$ needs

$$\frac1{1-q}\int_q^1\left[\ln\frac xq-(x-q)\right]dx=\frac{-\ln q}{1-q}-1-\frac{1-q}2 .$$

Dividing by $n_e=FR_c^2(1-q)/(2Rk)$ gives

$$\frac{\bar n}{n_e}=1+\frac RL\,g(q),\qquad g=\frac{1}{2(1-q)}\left[\frac{-\ln q}{1-q}-1-\frac{1-q}{2}\right],\qquad L=\frac Dk .$$

The island captures $2\pi Rkn_e$ atoms per time, so the capture rate per mean density is

$$\frac{2\pi Rk}{1+(R/L)\,g(q)} .\tag{3}$$

An extra edge barrier $E_b$ gives $k=(D/a)e^{-E_b/k_BT}$, with hop length $a$, and hence $L=ae^{E_b/k_BT}$. For $Rg\ll L$ the rate is $2\pi Rk$, proportional to the perimeter. In the opposite limit it is $2\pi D/g(q)$, which depends on coverage but not separately on island size.

## 3. Closed equations

The model has compact islands, no desorption, no detachment from stable islands, no coalescence and small coverage. Subcritical clusters are in equilibrium with the adatoms and hold little mass. The density of critical clusters is $C_in^i$, where $C_i$ depends on temperature, and capture of one more atom makes them stable. Thus $K=2\pi r_ikC_i$, with $r_i=\sqrt{i\Omega/\pi}$. For $i=1$ the critical cluster is an adatom, and $K=2\pi r_1k$: the relative motion of two adatoms doubles the rate, and counting each pair once halves it.

An island gains area at the rate $\Omega\,2\pi Rkn$, which must equal $2\pi R\,dR/dt$. Therefore

$$\frac{dR}{dt}=\Omega kn .\tag{4}$$

Every island grows at the same speed, whatever its size. With $M$ the sum of all radii per area and $r_c=\sqrt{(i+1)\Omega/\pi}$ the radius at birth, the mean-field equations close:

$$\begin{aligned}
\dot n&=F-2\pi knM-(i+1)Kn^{i+1},\\
\dot N&=Kn^{i+1},\\
\dot M&=\Omega knN+r_cKn^{i+1}.
\end{aligned}\tag{5}$$

Measure $t$, $n$, $N$ and $M$ in units of $t_*$, $Ft_*$, $N_*$ and $N_*R_*$, and write $\tau=t/t_*=\theta/\theta_*$. Here $\theta=\Omega Ft$ is the deposited coverage. Hats mark scaled quantities and a prime means $d/d\tau$:

$$\hat n'=1-\hat n\hat M-\tfrac12\rho^2\hat n^{i+1},\quad \hat N'=\hat n^{i+1},\quad \hat M'=\hat n\hat N+\rho\,\hat n^{i+1},\quad \rho=\frac{r_c}{R_*}.\tag{6}$$

The coefficient $\rho^2/2$ arises as follows. The loss term has the factor $(i+1)N_*/(Ft_*)$. Since $2\pi kN_*R_*t_*=1$, one has $N_*/(Ft_*)=1/(2\pi kFt_*^2R_*)=\Omega/(2\pi R_*^2)$, and $(i+1)\Omega/\pi=r_c^2$.

From (2), $R_*\propto F^{-(i-1)/(i+5)}$. For $i=1$ the number $\rho$ does not depend on flux. For $i\ge2$ it vanishes at low flux. In both cases

$$N=N_*\,f(\theta/\theta_*),\tag{7}$$

which holds without further approximation for $i=1$ and to leading order in $\rho$ for $i\ge2$.

## 4. The exponent at fixed coverage

Let $\chi=\partial\ln N/\partial\ln F$ at fixed coverage and temperature, and $S=\partial\ln N/\partial\ln\theta$ at fixed flux. In (7) the flux enters through $N_*$ and through $\theta_*$, so

$$\chi=\frac{2i+1}{i+5}-\frac{3}{i+5}\,S .\tag{8}$$

Islands are born and never lost in this model, so $S\ge0$ and $\chi\le(2i+1)/(i+5)$. To obtain $2i/(i+3)$ one would need

$$S=\frac{i+5}{3}\left[\frac{2i+1}{i+5}-\frac{2i}{i+3}\right]=\frac{(2i+1)(i+3)-2i(i+5)}{3(i+3)}=-\frac{i-1}{i+3}.$$

For $i\ge2$ this is a density that falls as material is added. Coalescence or ripening could cause such a fall, but both lie outside the model.

The early limit is also contained in (8). For $\theta\ll\theta_*$, $n=Ft$ and

$$N=\frac{KF^{i+1}t^{i+2}}{i+2}=\frac{K\theta^{i+2}}{(i+2)\,\Omega^{i+2}F}.$$

Then $S=i+2$ and $\chi=-1$. A higher flux reaches the given coverage sooner and leaves less time for nucleation. At fixed coverage the density therefore rises with flux while $\theta\gg\theta_*$ and falls once $\theta\ll\theta_*$.

## 5. The late stage and the balance argument

When $\theta\gg\theta_*$, most deposited atoms are in islands and capture keeps pace with deposition: $F=2\pi knM$. By (4) the differences between radii stay constant while the radii grow, so the islands born early become nearly equal in relative size. To leading order $\pi R^2N=\theta$ and $M=NR=\sqrt{N\theta/\pi}$. Hence

$$n=\frac{F}{2k\sqrt{\pi N\theta}} .\tag{9}$$

With $d\theta=\Omega F\,dt$, the nucleation law becomes

$$N^{(i+1)/2}\frac{dN}{d\theta}=\frac{KF^i}{\Omega\,(2k\sqrt\pi)^{i+1}}\;\theta^{-(i+1)/2}.\tag{10}$$

Estimating $dN/d\theta$ by $N/\theta$ at fixed $\theta$ gives $N^{(i+3)/2}\propto F^i$, that is, $N\propto F^{2i/(i+3)}$. This step supposes that the islands present were born at coverages comparable with the present one. The integral of (10) tests that supposition.

**Case $i\ge2$.** Integrating from $\theta_1$ to $\theta$ gives

$$\int_{\theta_1}^{\theta}\vartheta^{-(i+1)/2}d\vartheta=\frac{2}{i-1}\left[\theta_1^{-(i-1)/2}-\theta^{-(i-1)/2}\right].$$

The lower limit dominates, so most islands are born early. Equation (10) starts to hold near $\theta_1\sim\theta_*$, which depends on flux. The power of $F$ in $N^{(i+3)/2}$ is then

$$i-\frac{i-1}{2}\,\frac{3}{i+5}=\frac{2i^2+7i+3}{2(i+5)}=\frac{(2i+1)(i+3)}{2(i+5)},$$

and multiplication by $2/(i+3)$ returns $(2i+1)/(i+5)$. The function $f$ saturates and the low-flux law is

$$N\simeq f(\infty)\,K^{3/(i+5)}\,(2\pi\Omega k^2)^{-(i+2)/(i+5)}\,F^{(2i+1)/(i+5)} .\tag{11}$$

To obtain numbers, I integrated (5) with an implicit Runge–Kutta method at $\theta=0.1$, for $C_2=30\,\Omega$ and $C_3=1000\,\Omega^2$. At a dimensionless flux $F\Omega^{3/2}/k=10^{-20}$, chosen to expose the limit and not to describe an experiment, $N/N_*$ is 2.99 for $i=2$ and 3.34 for $i=3$. The exponents across two decades around this flux are 0.713 and 0.875. Formula (11) gives $5/7=0.714$ and $7/8=0.875$, whereas the balance estimate gives 0.8 and 1.

The limit is approached slowly for $i=2$, mainly because the scaled birth radius $\rho$ shrinks only as $F^{1/7}$. The slope $S$ decays as $(\theta/\theta_*)^{-1/2}$ by (10); with $\rho=0$ it is already below 0.01 at $\theta=10\,\theta_*$. Between dimensionless fluxes $10^{-6}$ and $10^{-7}$, at $\theta=0.02$, the exponent is 0.64.

**Case $i=1$.** Equation (10) reads $N\,dN/d\theta=KF/(4\pi\Omega k^2\theta)$. From (1) and (2), $N_*^2=KF/(2\pi\Omega k^2)$, so

$$\left(\frac N{N_*}\right)^2\simeq\ln\frac{\theta}{\theta_*}+c .\tag{12}$$

Each factor in coverage contributes equally to $N^2$. The density follows $F^{1/2}$ times the square root of a logarithm. The offset $c$ carries the early history and drifts slowly, because new islands keep the radii unequal.

This drift can be estimated. In scaled form $\hat n=1/\hat M$. Dropping the birth radius, which late in growth acts mainly through the value of $\hat N$ already reached, gives $(\hat M^2)'=2\hat N$. Integration by parts yields $\hat M^2=2\tau\hat N-2\int\tau\hat N'd\tau$. To leading order $\hat M^2=2\tau\hat N$, hence $\tau\hat N'=\tau/\hat M^2=1/(2\hat N)$. Since $\hat N$ varies slowly, $\hat M^2\simeq2\tau\hat N-\tau/\hat N$, and

$$\frac{d\hat N^2}{d\ln\tau}=\frac{2\tau\hat N}{\hat M^2}\simeq1+\frac1{2\hat N^2},\qquad
\chi=\frac12-\frac S2\simeq\frac12-\frac{1}{4\hat N^2}\left(1+\frac{1}{2\hat N^2}\right).\tag{13}$$

The exponent approaches $1/2$ from below, at a logarithmic pace.

## 6. Example: silicon islands under a surfactant

Consider bilayer islands on Si(111) covered by a group-V surfactant, with $i=1$. The model parameters are 750 K ($k_BT=0.0646$ eV), an attempt rate $\nu=10^{13}$ s⁻¹, a hop barrier of 0.6 eV, an extra edge barrier of 0.5 eV and a flux of 0.01 bilayer/s. The surface lattice constant is $a=0.384$ nm, and two atoms per cell give $\Omega=0.0638$ nm². Thus $F=0.01/\Omega=0.157$ nm⁻² s⁻¹. The kinetic coefficients are

$$D=\tfrac14\nu a^2e^{-0.6/0.0646}=3.4\times10^7\ \text{nm}^2/\text{s},\qquad k=\frac Da e^{-0.5/0.0646}=3.9\times10^4\ \text{nm/s},$$

so $L=D/k=879$ nm. With $K=2\pi r_1k=2\sqrt{\pi\Omega}\,k$, the scale $N_*$ simplifies to

$$N_*=(\pi\Omega)^{-1/4}\sqrt{F/k}=1.49\times2.01\times10^{-3}=3.0\times10^{-3}\ \text{nm}^{-2},$$

and $\theta_*=1.5\times10^{-4}$. Numerical integration of (5) to $\theta=0.1$ gives $N/N_*=2.37$, hence

$$N=7.1\times10^{-3}\ \text{nm}^{-2}=7.1\times10^{11}\ \text{cm}^{-2}.$$

This counts every island born, on a surface without steps; section 7 gives the size of both simplifications. The typical radius is $\sqrt{\theta/(\pi N)}=2.1$ nm, with about 220 atoms per island. In (12), $2.37^2=5.62$ and $\ln(\theta/\theta_*)=6.49$, so $c=-0.87$. Equation (9) gives $n=4.3\times10^{-5}$ nm⁻², against $4.4\times10^{-5}$ nm⁻² from the integration. The spread of radii accounts for the difference: it lowers $M$ and so raises $n$.

For the flux exponent, $1/(2\hat N^2)=0.089$, and (13) gives $\chi=0.5-0.0445\times1.089=0.452$, the same as the value from integrations at neighbouring fluxes. At fixed coverage and temperature, 0.001, 0.01 and 0.1 bilayer/s give $2.5$, $7.1$ and $19.8\times10^{-3}$ nm⁻². The exponents per decade are 0.457 and 0.446. They fall with flux because the logarithm shrinks.

With $K\propto k$, flux and temperature enter through $F/k$ alone. At fixed flux the density therefore falls on heating with the activation energy $\chi(0.6+0.5)=0.50$ eV.

## 7. What the example leaves out

Two omissions matter most for the count of islands. The first is contact between islands. The adatom density is nearly uniform, so islands are born at random places and some are close neighbours. For discs placed in this way, about 31% touch another at $\theta=0.1$, and the number of separate islands is about 17% below $N$.

The second is capture by steps already present on the surface. If they take up adatoms from both sides with the same coefficient $k$, terraces of width $W$ lose adatoms at a rate of about $2k/W$. This lowers $N$ by about 5% for $W=1000$ nm, 23% for 200 nm and 39% for 100 nm. The numbers of section 6 therefore describe terraces about a micrometre wide or wider.

Diffusion lowers the capture rate in (3) by 0.15%. The ratio $(R/L)g$ reaches 0.1 when $R$ is 68 times larger, hence $N$ about 4600 times smaller. If $i=1$ continued to hold, $\chi<1/2$ would require the flux to fall by more than $4600^2\approx2\times10^7$. With the pair energy assumed below, dimer break-up becomes important well before that. The low-flux law (11) likewise requires $Rg\ll L$; the flux $10^{-20}$ used in section 5 supposes an edge barrier high enough for this.

Taking $i=1$ requires stable dimers. For a pair energy of 1.0 eV, an assumed value, the break-up rate $\nu e^{-2.1/0.0646}$ is 3.5% of the dimer growth rate $2\pi r_ckn$ at the end of deposition. Each 0.1 eV less multiplies this by 4.7, so at 0.8 eV the two rates are comparable at the end. Many islands are born earlier, when $n$ is much higher and dimers grow faster, so the density reacts less than this ratio suggests. Adding dimer break-up to the rate equations lowers $N$ by about 10% at 0.8 eV and by about half at 0.6 eV, where $i=1$ is no longer a fair description. Assume a desorption barrier of 2.5 eV and an adatom energy 1.2 eV above that of an atom at a kink. Then desorption is about $4\times10^{-8}$ of capture, and the equilibrium adatom density at a straight edge is 0.3% of $n$.

Atoms that land on an island and join it from above lower $N$ by 2.8%. If stepping down is as hard as attaching from the terrace, the density on top is $F\pi R^2/(2\pi Rk)=FR/(2k)$. Integrating $K(FR/2k)^2\pi R^2$ over the 10 s of growth, with $R^2\propto t$, gives $3\times10^{-5}$ second-layer nuclei per island.

The parameters are round values meant to lie in the regime of surfactant-covered silicon, where the surfactant saturates the bonds at the surface and can hinder incorporation at steps. They are not fitted to a particular surfactant. A change of 0.1 eV in the summed barriers changes $N$ by $e^{0.452\times0.1/0.0646}\approx2$, so the density is an estimate of order. Islands on Si(111) are often triangular. An equilateral triangle has 1.29 times the perimeter of a disc of equal area, and with $K$ held fixed this lowers $N$ by 20%. The model also assumes that dimer formation meets the same barrier as edge attachment. If its barrier is lower, $K$ and the density are larger; if it is higher, both are smaller. For $i=1$, (7) still holds with the new $K$, but the offset $c$ must be computed again.
